# Debye length at 1 mM: monovalent and symmetric divalent salts compared

## Problem

A flat, charged wall stands in water at 25 °C that contains 1 mM (one millimole per litre) of a fully dissociated 1:1 salt. Take the relative permittivity of water as 78, a rough two-figure value.

(a) Derive the length over which a small wall potential decays into the solution, and calculate it.

(b) The salt is replaced by a 2:2 salt. Find the new length if the molar concentration is kept at 1 mM, and if instead the concentration of ionic charge is kept.

(c) The derivation in (a) needs a small potential. How far is the decay length at the wall from the small-potential result when the wall is at 25 mV, for each salt at 1 mM?

(d) Which of the two salts is described less securely by this theory, and what would the pairing of oppositely charged ions do to the result?

## Solution

### (a) The decay length of a small potential

**Model.** The ions are points with charges $+ze$ and $-ze$, where $e>0$ is the elementary charge and $z$ the valence. Water enters as a uniform dielectric of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. Each ion responds to the average electrostatic potential $\psi(x)$ at distance $x$ from the wall; this is the mean-field assumption. The potential is zero in the bulk, far from the wall.

One formula unit of a symmetric salt gives one cation and one anion, so both species have the same bulk number density $n=N_Ac$. Since $1\ \text{mM}=1\ \text{mol/m}^3$,

$$n=6.0221\times10^{23}\ \text{m}^{-3}.$$

**Charge density.** A cation at potential $\psi$ has energy $+ze\psi$, an anion $-ze\psi$. In thermal equilibrium the Boltzmann distribution gives

$$n_\pm=n\,\exp\!\left(\mp\frac{ze\psi}{k_BT}\right).$$

The charge density is therefore

$$\rho=ze\,(n_+-n_-)=-2zen\,\sinh\!\left(\frac{ze\psi}{k_BT}\right).$$

The minus sign expresses screening: where the potential is positive, anions outnumber cations.

**Linear equation.** Poisson's equation in one dimension is $\psi''=-\rho/\varepsilon$, so

$$\psi''=\frac{2zen}{\varepsilon}\sinh\!\left(\frac{ze\psi}{k_BT}\right).\qquad(1)$$

If $ze|\psi|\ll k_BT$, the hyperbolic sine may be replaced by its argument:

$$\psi''=\frac{2z^2e^2n}{\varepsilon k_BT}\,\psi=\frac{\psi}{\lambda^2},\qquad \lambda=\sqrt{\frac{\varepsilon k_BT}{2z^2e^2n}}.\qquad(2)$$

The general solution is a sum of $e^{x/\lambda}$ and $e^{-x/\lambda}$. The growing term must be absent because $\psi$ vanishes in the bulk. With wall potential $\psi_0$,

$$\psi(x)=\psi_0\,e^{-x/\lambda}.$$

The length $\lambda$ is the Debye length. Over each distance $\lambda$ the potential falls by a factor $e\approx2.72$ (here the base of natural logarithms), so $\lambda$ is a scale of decay and not a sharp edge of the charged layer.

**Numbers for the 1:1 salt.** At $T=298.15$ K the inputs are $\varepsilon=6.9063\times10^{-10}$ F/m, $k_BT=4.1164\times10^{-21}$ J and $e=1.6022\times10^{-19}$ C. With $z=1$,

$$\lambda^2=\frac{(6.9063\times10^{-10})(4.1164\times10^{-21})}{2\,(1.6022\times10^{-19})^2(6.0221\times10^{23})}\ \text{m}^2
=\frac{2.843\times10^{-30}}{3.092\times10^{-14}}\ \text{m}^2=9.195\times10^{-17}\ \text{m}^2.$$

The units agree: $\text{F}=\text{C/V}$ and $\text{J}=\text{C\,V}$, so the numerator has units $\text{C}^2/\text{m}$, the denominator $\text{C}^2/\text{m}^3$, and the quotient $\text{m}^2$. The square root is

$$\lambda_{1:1}=9.589\times10^{-9}\ \text{m}\approx9.6\ \text{nm}.$$

More digits would not be justified. Since $\lambda\propto\sqrt{\varepsilon_r}$, changing the permittivity from 78 to 79 raises $\lambda$ by 0.64 percent, to 9.650 nm. The third decimal is kept below only for comparing calculations that share the same inputs.

### (b) Replacing the salt

**Equal molar concentration.** The number density $n$ of each species is unchanged and $z$ goes from 1 to 2. Equation (2) has $z^2$ under the root in the denominator, so $\lambda\propto1/z$ and

$$\lambda_{2:2}=\frac{\lambda_{1:1}}{2}=\frac{9.589\ \text{nm}}{2}\approx4.8\ \text{nm}.$$

The square of $z$ has two separate origins. For small $\psi$ the excess of anions over cations is

$$n_--n_+\approx\frac{2zen}{k_BT}\,\psi.$$

One factor $z$ appears here because a given potential shifts the energy of a divalent ion twice as much, so the excess is twice as large. The second factor appears when the excess is converted to charge, because each ion carries $ze$. The charge response is thus four times stronger. Since it equals $\varepsilon/\lambda^2$ per unit potential, $\lambda^2$ falls to a quarter and $\lambda$ to a half.

Because $\lambda$ stands in an exponent, the effect on the potential grows with distance. For the same small wall potential, the potential at distance $x$ is lower in the 2:2 salt than in the 1:1 salt by the factor $e^{x/\lambda_{1:1}}$, which is close to one near the wall and large far from it. Ten nanometres from a wall held at 1 mV, the potential is

$$1\ \text{mV}\times e^{-10/9.589}=0.352\ \text{mV}$$

in the 1:1 salt, and

$$1\ \text{mV}\times e^{-10/4.795}=0.124\ \text{mV}$$

in the 2:2 salt.

**Equal charge concentration.** A 2:2 salt at 0.5 mM supplies as much positive and as much negative ionic charge per volume as the 1:1 salt at 1 mM. Now $z$ doubles while $n$ is halved, so $z^2n$ doubles:

$$\lambda=\frac{\lambda_{1:1}}{\sqrt2}=\frac{9.589\ \text{nm}}{1.4142}\approx6.8\ \text{nm}.$$

The Debye length still shrinks, although the amount of charge is the same, because the factor $z$ from the energy shift remains. The phrase "replaced by a divalent salt" therefore needs a statement of what is held fixed.

Both cases, and other concentrations, are contained in

$$\lambda\approx\frac{9.6\ \text{nm}}{z\sqrt{c/(1\ \text{mM})}},$$

valid for symmetric salts in water at 25 °C under the assumptions of part (a). These assumptions restrict it to dilute solutions. The measure $W$ of neglected correlations introduced in part (d) grows as $z^3\sqrt c$ and reaches 0.75 for a 1:1 salt at 100 mM and 1.9 for a 2:2 salt at 10 mM. At 1 M the formula gives 0.3 nm for a 1:1 salt, which is the size of an ion.

These values were tested against a numerical solution of the full equation (1), without the linear step, for a wall at 1 mV. The decay lengths read from the potentials 5 nm and 15 nm from the wall are 9.589 nm, 4.795 nm and 6.780 nm for the three electrolytes. Each agrees with equation (2) to within one part in ten thousand.

### (c) A wall at 25 mV

The relevant measure of the potential is $u=ze\psi_0/k_BT$. The thermal voltage $k_BT/e$ is 25.69 mV, so

$$u_{1:1}=\frac{25}{25.69}=0.973,\qquad u_{2:2}=2\times0.973=1.946.$$

Neither is small compared with 1, so equation (1) must be used as it stands. Multiply it by $\psi'$. The left side becomes $\psi'\psi''=\tfrac12\,\frac{d}{dx}(\psi')^2$, and the right side is also a derivative with respect to $x$. Integrating from the bulk, where $\psi=\psi'=0$, gives

$$\frac12(\psi')^2=\frac{2nk_BT}{\varepsilon}\left[\cosh\!\left(\frac{ze\psi}{k_BT}\right)-1\right].$$

With $\cosh y-1=2\sinh^2(y/2)$ this is

$$(\psi')^2=\frac{8nk_BT}{\varepsilon}\,\sinh^2\!\left(\frac{ze\psi}{2k_BT}\right).$$

Equation (2) gives $n/\varepsilon=k_BT/(2z^2e^2\lambda^2)$, so the prefactor equals $4(k_BT)^2/(ze\lambda)^2$. A positive potential decreases away from the wall, which selects the negative root:

$$\psi'=-\frac{2k_BT}{ze\lambda}\,\sinh\!\left(\frac{ze\psi}{2k_BT}\right).$$

Define the local decay length as $\ell=-\psi/\psi'$. For a pure exponential it equals $\lambda$ everywhere. At the wall,

$$\ell=\frac{ze\lambda\,\psi_0}{2k_BT\,\sinh(u/2)}=\lambda\,\frac{u/2}{\sinh(u/2)}.\qquad(3)$$

Because $\sinh(u/2)>u/2$ for $u>0$, the potential falls faster at the wall than the linear theory says. For small $u$, expanding the hyperbolic sine gives $\ell\approx\lambda(1-u^2/24)$, so the correction starts at second order and $\ell\to\lambda$ as $u\to0$.

For the two salts at 1 mM, equation (3) gives

$$\ell_{1:1}=0.962\,\lambda_{1:1}\approx9.2\ \text{nm},\qquad \ell_{2:2}=0.858\,\lambda_{2:2}\approx4.1\ \text{nm}.$$

The decay length at the wall is thus about 4 percent below the Debye length for the 1:1 salt and about 14 percent below it for the 2:2 salt. At the same wall potential the divalent salt departs further from the linear result because its $u$ is twice as large. These percentages belong to the model of point ions that reach the wall and feel only the mean potential. At a real wall, neglected effects are of the same size. An ion-free gap of 0.2 to 0.4 nm with the permittivity of water raises $\ell/\lambda$ to 0.98–1.01 for the 1:1 salt and to 0.91–0.96 for the 2:2 salt. Repulsion of the ions by their image charges in a wall of low permittivity can raise $\ell$ above $\lambda$.

The integration holds at every $x$, so (3) also gives the local decay length farther out if $u$ is formed with the local potential. As the potential dies away, $\ell$ returns to $\lambda$. The Debye length therefore still governs the outer part of the layer when the wall potential is not small.

### (d) Where the theory is less secure

**Interaction between individual ions.** Mean-field theory lets each ion feel the average potential and neglects correlations between individual ions. A measure of what is neglected is the Coulomb energy of two ions one Debye length apart, without screening by other ions, divided by the thermal energy:

$$W=\frac{z^2e^2}{4\pi\varepsilon\lambda\,k_BT}.$$

At fixed molar concentration $\lambda\propto1/z$, so $W\propto z^3$ and doubling the valence multiplies $W$ by eight. The values are $W=0.075$ for the 1:1 salt and $W=0.599$ for the 2:2 salt.

This measure also counts ions. Equation (2) gives $z^2e^2/(\varepsilon k_BT)=1/(2n\lambda^2)$, hence $W=1/(8\pi n\lambda^3)$. A sphere of radius $\lambda$ in the bulk contains on average

$$2n\cdot\frac{4\pi}{3}\lambda^3=\frac{8\pi n\lambda^3}{3}=\frac{1}{3W}$$

ions of both kinds. That is about 4.4 ions for the 1:1 salt and about 0.56 for the 2:2 salt. With so few ions the smooth screening cloud exists only as an average over time or over a large wall area, and the fluctuations about this average are relatively stronger in the 2:2 salt. The value of 4.8 nm is therefore the mean-field result for an ideal 2:2 salt, and it deserves less confidence than the 9.6 nm of the 1:1 salt.

**Ion pairs.** Full dissociation was also assumed. Suppose that a fraction $p$ of the cations and of the anions is bound in neutral pairs. A pair has no net charge and, in this model, does not screen. The density of free ions is $(1-p)n$, and equation (2) gives

$$\lambda(p)=\frac{\lambda(0)}{\sqrt{1-p}}.$$

For an assumed $p=0.10$, chosen for illustration, the factor is 1.0541 and the Debye length of the 2:2 salt rises from 4.8 nm to about 5.1 nm. To cancel the halving found in (b), the factor would have to be 2, which requires $1-p=1/4$, or three quarters of the ions paired. Modest pairing thus weakens the effect of the divalent salt but does not remove it.

### Answer

The Debye length is about 9.6 nm in the 1 mM 1:1 electrolyte. It falls to about 4.8 nm in a fully dissociated 2:2 electrolyte of the same molar concentration, or to about 6.8 nm if the charge concentration is kept instead. The computed values are listed in the numerical output below.

## Computed values

```
temperature: 298.15 K
relative permittivity (rough input): 78
permittivity: 6.9063e-10 F/m
elementary charge: 1.6022e-19 C
thermal energy kT: 4.1164e-21 J
thermal voltage kT/e: 25.69 mV
number density of each ion at 1 mM: 6.0221e+23 1/m^3
1:1 at 1 mM, lambda from formula: 9.589 nm
1:1 at 1 mM, lambda from grid: 9.589 nm
1:1 at 1 mM, potential 10 nm from 1 mV wall, grid: 0.352 mV
2:2 at 1 mM, lambda from formula: 4.795 nm
2:2 at 1 mM, lambda from grid: 4.795 nm
2:2 at 1 mM, potential 10 nm from 1 mV wall, grid: 0.124 mV
2:2 at 0.5 mM, lambda from formula: 6.781 nm
2:2 at 0.5 mM, lambda from grid: 6.780 nm
2:2 at 0.5 mM, potential 10 nm from 1 mV wall, grid: 0.229 mV
grid lambda ratio, equal molarity: 0.5000
grid lambda ratio, equal charge conc.: 0.7071
ion-number response, 2:2 over 1:1: 2.0000
charge response, 2:2 over 1:1: 4.0000
1:1, 25 mV wall, z e psi/kT: 0.973
1:1, 25 mV wall, local decay length: 9.221 nm
1:1, 25 mV wall, local length/lambda: 0.962
2:2, 25 mV wall, z e psi/kT: 1.946
2:2, 25 mV wall, local decay length: 4.114 nm
2:2, 25 mV wall, local length/lambda: 0.858
1:1, Coulomb energy at lambda over kT: 0.075
2:2, Coulomb energy at lambda over kT: 0.599
ratio of these energies: 8.000
assumed paired fraction: 0.10
2:2 at 1 mM with pairing, grid lambda: 5.054 nm
growth factor of lambda by pairing: 1.0541
1:1 lambda with relative permittivity 79: 9.650 nm
change of lambda from 78 to 79: 0.64 percent
```
